# The Zero-Energy End State of a Dimerized Dangling-Bond Chain

Take a row of silicon dangling bonds whose couplings alternate between 0.04 eV and 0.10 eV. If its levels are found by closing the row into a ring, the spectrum has a gap of 0.12 eV with nothing inside it. If a long ring is instead cut at a strong coupling, so that each end begins with a weak one, a level appears in the middle of that gap at each end. No impurity is involved: such a level belongs to the cut. Its energy is that of an isolated dangling bond, and its shape follows from the ratio of the two couplings.

## The model and the statement

Each dangling bond carries one orbital. Along the chain the orbitals are named \(A_1,B_1,A_2,B_2,\dots\), and \(A_n,B_n\) form cell \(n\). The Hamiltonian has the matrix element \(t_1\) between \(A_n\) and \(B_n\), and \(t_2\) between \(B_n\) and \(A_{n+1}\). Both are real and non-zero, and no extra minus sign is put in front of them. We assume orthogonal orbitals, a single electron, nearest-neighbour hopping, and equal site energies, which define the zero of energy. "Zero energy" therefore means the level of an isolated dangling bond. It need not be the Fermi level.

The algebra is in atomic units. The relations contain only energies and ratios of energies, so values in eV may be inserted directly.

With amplitudes \(a_n\) on \(A_n\) and \(b_n\) on \(B_n\), the Schrödinger equation reads

\[
E a_n=t_1b_n+t_2b_{n-1},\qquad b_0=0, \tag{1}
\]
\[
E b_n=t_1a_n+t_2a_{n+1},\qquad n=1,2,\dots \tag{2}
\]

The condition \(b_0=0\) expresses the cut: \(A_1\) has no neighbour on its left.

The claim is that for \(|t_1|<|t_2|\) there is one bound state, at \(E=0\), with
\[
b_n=0,\qquad a_{n+1}=-\frac{t_1}{t_2}\,a_n, \tag{3}
\]
and that for \(|t_1|\ge|t_2|\) there is no bound state.

## Constructing the state

Set \(E=0\). Equation (1) for \(n=1\) gives \(t_1b_1=0\), so \(b_1=0\). For \(n=2\) it gives \(t_1b_2=-t_2b_1=0\), and continuing in this way makes every \(b_n\) vanish. Equation (2) becomes \(t_1a_n+t_2a_{n+1}=0\), which is the ratio in (3).

Physically, each \(B\) site receives two contributions from its \(A\) neighbours, and they cancel. The weaker bond must be fed by the larger amplitude. Since each \(B\) site has its weak bond on the left, the amplitude falls to the right. It alternates in sign if \(t_1\) and \(t_2\) have the same sign, and keeps its sign if they differ.

Let \(r=|t_1/t_2|\). Normalization requires
\[
1=\sum_{n=1}^{\infty}|a_n|^2=|a_1|^2\sum_{n=1}^{\infty}r^{2(n-1)}=\frac{|a_1|^2}{1-r^2},
\]
where the geometric series converges only for \(r<1\). Hence
\[
|a_n|^2=(1-r^2)\,r^{2(n-1)} . \tag{4}
\]
For a cell of length \(c\), writing \(|a_n|\propto e^{-(n-1)c/\lambda}\) gives
\[
\lambda=\frac{c}{\ln(1/r)} . \tag{5}
\]
This is the decay length of the amplitude; that of the probability is \(\lambda/2\).

Two limits show what (4) and (5) mean. For \(t_1\to0\) the first orbital is cut off from the rest and holds all the weight. For \(t_1\to t_2\), both positive, \(\ln(t_2/t_1)\approx(t_2-t_1)/t_2\), so \(\lambda\approx ct_2/(t_2-t_1)\): the state spreads without limit as the two couplings become equal.

## Why there is no other bound state

Equations (1) and (2) can be solved from left to right. From (1),
\[
b_n=\frac{E}{t_1}a_n-\frac{t_2}{t_1}b_{n-1}.
\]
Inserting this in \(a_{n+1}=(Eb_n-t_1a_n)/t_2\), which is (2), gives
\[
\begin{pmatrix}a_{n+1}\\ b_n\end{pmatrix}=T\begin{pmatrix}a_n\\ b_{n-1}\end{pmatrix},\qquad
T=\begin{pmatrix}\dfrac{E^2-t_1^2}{t_1t_2}&-\dfrac{E}{t_1}\\[2mm] \dfrac{E}{t_1}&-\dfrac{t_2}{t_1}\end{pmatrix}. \tag{6}
\]
The determinant is
\[
\det T=-\frac{E^2-t_1^2}{t_1^2}+\frac{E^2}{t_1^2}=1,
\]
so the eigenvalues of \(T\) are \(z\) and \(1/z\). Their sum is the trace:
\[
z+\frac1z=\frac{E^2-t_1^2-t_2^2}{t_1t_2}. \tag{7}
\]

If \(|z|=1\), write \(z=e^{ik}\). Then (7) gives the bulk bands,
\[
E^2=t_1^2+t_2^2+2t_1t_2\cos k, \tag{8}
\]
which cover \(\big||t_2|-|t_1|\big|\le|E|\le|t_1|+|t_2|\). At these energies repeated action of \(T\) does not make a vector decay. This includes the band edges, where \(z=\pm1\) and a solution has constant size or grows linearly.

If \(|z|\ne1\), one eigenvector of \(T\) decays and the other grows. A bound state must start on the decaying one. Its starting vector is \((a_1,b_0)=(a_1,0)\), so \((1,0)\) must be an eigenvector of \(T\). By the lower left element of (6) this requires \(E/t_1=0\), that is \(E=0\). The eigenvalue is then the upper left element, \(z=-t_1/t_2\), and it decays for \(|t_1|<|t_2|\) alone. This proves the claim.

## Chains of finite length

Let the chain have \(N\) complete cells, so that it begins and ends with \(t_1\). The right end then carries a mirror-image state on the \(B\) sites. Take state (3), cut off after \(A_N\), as a trial state \(L\). It satisfies every site equation at \(E=0\) except that of \(B_N\), where the partner \(A_{N+1}\) is missing and \(t_1a_N\) remains. The mirror state \(R\) has amplitude of size \(|a_1|\) on \(B_N\). Hence
\[
|\langle R|H|L\rangle|=|t_1|\,|a_N|\,|a_1|\approx|t_1|\,r^{N-1}(1-r^2).
\]
Here the normalization factor \(1/(1-r^{2N})\) has been replaced by 1. The diagonal elements vanish, because \(H\) connects \(A\) with \(B\) alone. The two-by-two problem therefore has levels \(\pm|E|\), and with \(|t_1|=|t_2|r\),
\[
|E|\approx|t_2|(1-r^2)\,r^N . \tag{9}
\]
This is the leading result for \(r^N\ll1\); the relative correction is of order \(Nr^{2N}\), about 1% for \(r=0.4\), \(N=3\) and 8% for \(r=0.8\), \(N=8\).

A chain with an odd number of sites, ending on \(A_N\), behaves differently. The last \(A\) site has no neighbour on its right, and there are just \(N-1\) equations of type (2). State (3) satisfies all of them, so a level lies at exactly zero for any length. If \(|t_1|>|t_2|\), its amplitude grows to the right and it sits at the other end, which is then the end with the weaker last bond.

## A row of dangling bonds on silicon

On hydrogen-terminated Si(001), dangling bonds can be made by removing single hydrogen atoms. Along a dimer row the sites are \(5.43/\sqrt2=3.84\) angstrom apart, with the lattice constant set to 5.43 angstrom as a model input. Let the bonds lie at alternating distances of two spacings (7.68 angstrom) and one spacing (3.84 angstrom), starting with the longer. The cell length is \(c=11.52\) angstrom. We take \(t_1=0.04\) eV and \(t_2=0.10\) eV as rough values for such distances; they are model inputs and not a calculation of the surface.

The amplitude ratio is \(-0.04/0.10=-0.4\), and the probability falls by \(0.4^2=0.16\) per cell. Equation (4) puts \(1-0.16=0.84\) of the electron on the first dangling bond, 0.134 on \(A_2\) and 0.022 on \(A_3\). The decay length is
\[
\lambda=\frac{11.52}{\ln2.5}\ \text{angstrom}\approx13\ \text{angstrom}=1.3\ \text{nm}.
\]
The inner band edges lie at \(\pm(0.10-0.04)=\pm0.06\) eV and the outer ones at \(\pm0.14\) eV. Diagonalizing a chain of 60 cells gives two levels in the gap, one for each end. With the hoppings exchanged it gives none.

For 8 cells, (9) gives \(0.10\times0.84\times0.4^8=5.5\times10^{-5}\) eV, and diagonalization gives the same value to the four printed digits. In this one-electron model, eight cells already make the two ends nearly independent.

## What moves the level

**Unequal site energies.** Suppose the surface buckles so that \(A\) sites are raised by \(m\) and \(B\) sites lowered by \(m\). With \(b_n=0\), equation (1) becomes \((E-m)a_n=0\), while (2) keeps its form. The state is unchanged and its energy is \(E=m\). A rough offset of 0.1 eV thus moves the level by 0.1 eV, more than the original half-gap. With nearest-neighbour hopping the level still lies in a gap, because the offset also moves the inner band edges, to \(\pm\sqrt{0.10^2+0.06^2}=\pm0.117\) eV. If the further hoppings introduced below are added, all taken positive, the level lies at 0.081 eV, only about 0.001 eV below the upper band, with a weight of 0.36 on the first site. This depends on the sign of the offset: with \(A\) lowered by 0.1 eV instead, the level lies at \(-0.107\) eV, 0.036 eV above the lower band.

A charged defect also makes the site energies unequal. For one negative elementary charge on the chain axis, 50 angstrom beyond the end, and an effective relative permittivity of 6.5, the level rises to 0.043 eV. Most of this is a common rise of the sites near the end: the potential differs by only 0.006 eV between \(A_1\) and \(B_1\), and by 0.008 eV between \(A_1\) and \(A_2\). The average of the potential over state (3) gives the same shift to this accuracy.

**Hopping within a sublattice.** Let \(t'\) couple \(A_n\) to \(A_{n+1}\) and \(B_n\) to \(B_{n+1}\). To first order, the shift is the expectation value in state (3):
\[
\Delta E=2t'\sum_n a_na_{n+1}=-2t'\frac{t_1}{t_2}\sum_na_n^2=-2t'\frac{t_1}{t_2}. \tag{10}
\]
To estimate \(t'\), assume that hopping falls exponentially with distance through the two chosen values. Each further 3.84 angstrom then multiplies it by 0.4, so at 11.52 angstrom \(t'=0.016\) eV. The sign of the shift depends on the signs of the hoppings; here all are taken positive. The shift is \(-2\times0.016\times0.4=-0.0128\) eV, and full diagonalization also gives \(-0.0128\) eV.

This agreement has a reason: (10) holds beyond first order. The site equations are now
\[
Ea_n=t_1b_n+t_2b_{n-1}+t'(a_{n-1}+a_{n+1}),
\]
\[
Eb_n=t_1a_n+t_2a_{n+1}+t'(b_{n-1}+b_{n+1}),
\]
with \(a_0=b_0=0\). Try \(b_n=s\,a_n\) and \(a_n\propto z_1^n-z_2^n\), which meets both end conditions. Each \(z\) must satisfy both
\[
t'z^2+(st_1-E)z+(st_2+t')=0, \tag{11}
\]
\[
(t'+t_2/s)z^2+(t_1/s-E)z+t'=0. \tag{12}
\]
The two quadratics share both roots if their coefficients are proportional. Equating the ratios of the outer coefficients gives
\[
t'^2=(t'+t_2/s)(t'+st_2)\quad\Rightarrow\quad s+\frac1s=-\frac{t_2}{t'}. \tag{13}
\]
For \(|t'|<|t_2|/2\) this has a real solution with \(|s|<1\). By (13), \(st_2/t'=-(s^2+1)\), so the last coefficient of (11) is \(-s^2\) times that of (12). The middle ones must obey the same proportion, \(st_1-E=-s^2(t_1/s-E)\), or \(2st_1=E(1+s^2)\). Thus
\[
E=\frac{2t_1}{s+1/s}=-2t'\frac{t_1}{t_2},
\]
which is (10) again. From (11), \(z_1z_2=-s^2\) and
\[
z_1+z_2=\frac{E-st_1}{t'}=-\frac{t_1}{t_2}(1-s^2).
\]
The product is negative, so the roots are real with opposite signs. Both lie inside \((-1,1)\) when \(|z_1+z_2|<1+z_1z_2=1-s^2\), which is the old condition \(|t_1|<|t_2|\). The energy is thus the first-order one, but the state has changed: it now has some weight on \(B\), and its ratio is no longer constant.

**Third-neighbour hopping.** The exponential law gives \(u=0.00256\) eV between \(A_n\) and \(B_{n+1}\), and \(w=0.0064\) eV between \(B_n\) and \(A_{n+2}\). Taken without \(t'\), these terms still connect \(A\) with \(B\) alone. A state with all \(b_n=0\) therefore satisfies the \(A\) equations at \(E=0\), and the \(B\) equations become
\[
ua_{n-1}+t_1a_n+t_2a_{n+1}+wa_{n+2}=0,\qquad a_0=0. \tag{14}
\]
Inserting \(a_n\propto z^n\) gives \(wz^3+t_2z^2+t_1z+u=0\). For these numbers two roots lie inside the unit circle, and \(a_n\propto z_1^n-z_2^n\). The first ratio is \(a_2/a_1=z_1+z_2=-0.41\), while far from the end the larger root takes over and the ratio tends to \(-0.33\). The energy is protected here, but the constant factor \(-t_1/t_2\) belongs to nearest-neighbour hopping.

## More than one electron

The largest correction comes from electron repulsion. Let two electrons on the same dangling bond repel with energy \(U\). To first order, putting a second electron into the end orbital costs
\[
U\sum_na_n^4=U(1-r^2)^2\sum_{n=1}^{\infty}r^{4(n-1)}=U\frac{(1-r^2)^2}{1-r^4}=U\frac{1-r^2}{1+r^2}. \tag{15}
\]
With a rough \(U=0.5\) eV this is \(0.5\times0.84/1.16=0.36\) eV, three times the one-electron gap of 0.12 eV. Filling the levels of (8) independently is then not justified, and (15) itself can serve only as a measure of size.

A six-site Hubbard chain with one electron per site can be diagonalized in full. Its charge gap is the energy to add one electron plus the energy to remove one. At \(U=0\) this is 0.011 eV, twice the level of the two coupled end states. At \(U=0.5\) eV it is 0.36 eV. The nearly free addition and removal of charge at the ends has gone. The agreement with the 0.36 eV of (15) is not a test of (15): an added electron now goes mostly to the inner sites, and each end site takes only 0.09 of it, against 0.43 at \(U=0\).

What remains near zero energy is spin. The lowest state with total \(S_z=1\) lies \(1.3\times10^{-4}\) eV above the ground state, and in it the first site carries \(S_z=0.49\hbar\), close to the \(0.5\hbar\) of one unpaired electron. For this short neutral chain, the end is better described as a weakly coupled spin one-half than as a level that is filled or emptied at no cost.

## The model beside real silicon interfaces

The example describes a deliberately arranged row, not an ordinary Si/SiO2 interface. There, a rough defect density of \(10^{12}\) cm\(^{-2}\) would mean a spacing of 100 angstrom if the defects were evenly spread. The exponential law, extended far beyond the distances it was fixed at, then gives a hopping of order \(10^{-11}\) eV. For defects placed at random, the nearest neighbour is on average only half as far away, at 50 angstrom, where the same law gives about \(2\times10^{-6}\) eV. Both values are negligible beside the site-energy differences considered above. Most such defects therefore act as separate centres, although in a random arrangement about one in twenty has a neighbour within 13 angstrom, close enough for a hopping of 0.01 eV or more in this law. In an arranged row, independent electrons (0.36 eV) and equal site energies (level shifts of 0.04 to 0.1 eV for the cases above) are both poor assumptions. At 300 K, \(kT=0.026\) eV; with independent electrons and the Fermi level at zero, states at the upper inner band edge would be about 9% occupied, so the gap is not large compared with thermal energies. If the dangling-bond level lies roughly 0.3 eV above the silicon valence edge, nearest-neighbour hopping leaves the lowest chain band \(0.30-0.14=0.16\) eV above it; with the further hoppings and the buckling used above the distance is about 0.15 eV, and with the opposite sign of \(t'\) it is about 0.09 eV. Lattice relaxation on charging is left out and has not been sized here. Repulsion between electrons on different sites is also left out. For point charges 3.84 angstrom apart and a relative permittivity of 6.5 it would be 0.58 eV, no smaller than the chosen \(U\), so the charge and spin gaps above belong to the model with on-site repulsion alone. The numerical output lists the model inputs.

## Computed results

```
Input weak hopping t1: 0.04 eV
Input strong hopping t2: 0.1 eV
Input Si lattice constant: 5.43 angstrom
Surface spacing, strong bond: 3.84 angstrom
Weak-bond distance: 7.679 angstrom
Cell length c: 11.52 angstrom
Cells in long test chain: 60
End-state |energy| below 1e-12 eV: True
Amplitude ratio per cell: -0.4
Probability ratio per cell: 0.16
Cell 1: amplitude 0.91652, probability 0.84000
Cell 2: amplitude -0.36661, probability 0.13440
Cell 3: amplitude 0.14664, probability 0.02150
Cell 4: amplitude -0.05866, probability 0.00344
Green-function weight on first site: 0.84
Amplitude decay length: 12.57 angstrom
Amplitude decay length, converted: 1.257 nm
Inner band edge: 0.06 eV
Full bulk gap: 0.12 eV
Outer band edge: 0.14 eV
Gap states, weak bond first, both ends: 2
Gap states, strong bond first: 0
Cells in short chain: 8
Short-chain level |E|, diagonalized: 5.505e-05 eV
Short-chain level |E|, formula: 5.505e-05 eV
Input buckling offset m: 0.1 eV
End level with buckling: 0.1 eV
Same-sublattice hopping: 0.016 eV
Its level shift, first order: -0.0128 eV
Its level shift, diagonalized: -0.0128 eV
Third-neighbour hopping A(n)-B(n+1): 0.00256 eV
Third-neighbour hopping B(n)-A(n+2): 0.0064 eV
First amplitude ratio with these: -0.409
Tail amplitude ratio with these: -0.3292
Input charge distance from end: 50 angstrom
Input effective relative permittivity: 6.5
End level near charge, diagonalized: 0.0428 eV
End level near charge, first order: 0.04281 eV
Input site repulsion U: 0.5 eV
First-order cost of second electron: 0.3621 eV
Hubbard chain sites: 6
Charge gap at U=0: 0.01086 eV
Charge gap at input U: 0.3643 eV
Lowest Sz=1 minus Sz=0 energy: 0.0001262 eV
First-site Sz in Sz=1 state: 0.4922 hbar
Input temperature: 300 K
Thermal energy kT: 0.02585 eV
Upper-edge occupation, mu=0, U=0: 0.08941
Input level above Si valence edge: 0.3 eV
Lower chain band above valence edge: 0.16 eV
Input interface defect density: 1e+12 cm^-2
Mean random-defect distance: 100 angstrom
Extrapolated hopping at that distance: 1.1e-11 eV
```
